# Gauge Origin and the Second-Order g Shift: A Guided Problem, part 2

A molecule with unpaired electrons is placed in a uniform magnetic field $\mathbf B$. Its lowest level is a spin multiplet without orbital degeneracy, whose splitting is described by a $g$ tensor. The vector potential vanishes at an arbitrary origin $\mathbf O$. The problem is to find what each spin-orbit contribution to the tensor does when $\mathbf O$ is moved to $\mathbf O+\mathbf D$.

Hartree atomic units are used: the electron has charge $-1$ and mass 1, the Bohr magneton is $\tfrac12$, and $\alpha$ is the fine-structure constant. Electron $i$ has position $\mathbf r_i$, canonical momentum $\mathbf p_i=-i\nabla_i$ and spin $\mathbf s_i$, and $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$. Cartesian components are labelled $a,b$. The spin-free Hamiltonian is

$$H_0=\sum_i\left[\tfrac12 p_i^2+V(\mathbf r_i)\right]+\sum_{i<j}\frac1{r_{ij}},$$

with $V$ the nuclear attraction. The multiplet states $|0M\rangle$ have energy $E_0$, total spin $S$ and $M=-S,\dots,S$. Other eigenstates of $H_0$ are $|n\rangle$, with energies $E_n$.

The spin-orbit operator is $H_{\rm SO}=\sum_i\mathbf F_i\cdot\mathbf p_i$, restricted here to its nuclear part, $\mathbf F_i=\tfrac{\alpha^2}2\,\mathbf s_i\times\nabla_iV$. The field replaces $\mathbf p_i$ by $\mathbf p_i+\mathbf A_i$, with $\mathbf A_i=\tfrac12\,\mathbf B\times(\mathbf r_i-\mathbf O)$. This gives the orbital Zeeman operator $H_{\rm OZ}=\sum_i\mathbf A_i\cdot\mathbf p_i$ and the gauge correction $H_{\rm GC}=\sum_i\mathbf F_i\cdot\mathbf A_i$.

The contribution called GC is the first-order one of $H_{\rm GC}$. The one called OZ/SO is of second order:

$$h_{MM'}=\sum_n{}'\,\frac{\langle 0M|H_{\rm OZ}|n\rangle\langle n|H_{\rm SO}|0M'\rangle+\langle 0M|H_{\rm SO}|n\rangle\langle n|H_{\rm OZ}|0M'\rangle}{E_0-E_n},$$

where the prime leaves out the multiplet.

With $\mathbf R=\sum_i\mathbf r_i$, $\mathbf P=\sum_i\mathbf p_i$ and $\mathbf u=\mathbf B\times\mathbf D$, the earlier results are, from part (c),

$$i[H_0,\mathbf R]=\mathbf P,\qquad i[\mathbf R,H_{\rm SO}]=-\sum_i\mathbf F_i,$$

and, from part (d),

$$\delta h_{MM'}=+\tfrac12\,\mathbf u\cdot\langle0M|\sum_i\mathbf F_i|0M'\rangle,$$

$$\langle0M|\delta H_{\rm GC}|0M'\rangle=-\tfrac12\,\mathbf u\cdot\langle0M|\sum_i\mathbf F_i|0M'\rangle .$$

The two changes cancel. The proof requires local potentials in $H_0$, no orbital degeneracy, a complete set of intermediate states, and the same $\mathbf F_i$ in $H_{\rm SO}$ and $H_{\rm GC}$.

### (e) How large is the change of each part of the g tensor?

**Question.** Define the shift $\Delta g_{ab}$ by the effective Hamiltonian $\tfrac12\sum_{ab}B_a\,\Delta g_{ab}\,S_b$, where $\mathbf S$ is the total spin and $S>0$. Express the GC shift, and the changes of both shifts, through the spin density.

**Solution.** We need matrix elements of $\sum_is_{ia}f(\mathbf r_i)$ within the multiplet, where $f$ is a function of position. Under rotations of the spins alone this operator is a vector, as $\mathbf S$ is. By the Wigner-Eckart theorem its matrix is proportional to that of $S_a$:

$$\langle0M|\sum_is_{ia}f(\mathbf r_i)|0M'\rangle=\langle f\rangle_s\,\langle M|S_a|M'\rangle .$$

The constant $\langle f\rangle_s$ follows from one element, $M=M'=S$ and $a=z$. Let $\rho_s$ be the density of spin-up electrons minus that of spin-down electrons in this state. Each electron contributes $\pm\tfrac12$, so the left side is $\tfrac12\int\rho_sf\,d^3r$, and the right side is $S\langle f\rangle_s$. Thus

$$\langle f\rangle_s=\frac1{2S}\int\rho_s(\mathbf r)f(\mathbf r)\,d^3r .$$

Since $\rho_s$ integrates to $2S$, this is an average with unit total weight, though $\rho_s$ may be negative in places.

For the gauge correction we write $\boldsymbol\rho=\mathbf r-\mathbf O$ and expand the double vector product:

$$\mathbf s\cdot[\nabla V\times(\mathbf B\times\boldsymbol\rho)]=(\mathbf s\cdot\mathbf B)(\nabla V\cdot\boldsymbol\rho)-(\mathbf s\cdot\boldsymbol\rho)(\nabla V\cdot\mathbf B).$$

The prefactor is $\tfrac{\alpha^2}2$ from $\mathbf F_i$ times $\tfrac12$ from $\mathbf A_i$. Comparison with $\tfrac12B_a\Delta g_{ab}S_b$ gives

$$\Delta g^{\rm GC}_{ab}=\frac{\alpha^2}2\left[\delta_{ab}\langle\nabla V\cdot\boldsymbol\rho\rangle_s-\langle(\partial_aV)\rho_b\rangle_s\right].$$

For the change of the OZ/SO part we define the spin-averaged gradient $\mathbf G=\langle\nabla V\rangle_s$, so that $\langle\sum_i\mathbf F_i\rangle=\tfrac{\alpha^2}2\,\mathbf S\times\mathbf G$. The change of the effective Hamiltonian becomes

$$\frac{\alpha^2}4(\mathbf B\times\mathbf D)\cdot(\mathbf S\times\mathbf G)=\frac{\alpha^2}4\left[(\mathbf B\cdot\mathbf S)(\mathbf D\cdot\mathbf G)-(\mathbf B\cdot\mathbf G)(\mathbf D\cdot\mathbf S)\right].$$

Reading off the coefficient of $\tfrac12B_aS_b$ gives

$$\boxed{\;\delta\Delta g^{\rm OZ/SO}_{ab}=\frac{\alpha^2}2\left[\delta_{ab}\,\mathbf D\cdot\mathbf G-G_aD_b\right]=-\,\delta\Delta g^{\rm GC}_{ab}\;}$$

The second equality also follows from the GC formula when $\boldsymbol\rho$ is replaced by $\boldsymbol\rho-\mathbf D$.

If $\mathbf D$ and $\mathbf G$ both lie along $z$, the $xx$ and $yy$ elements change by $\tfrac{\alpha^2}2D_zG_z$ and the $zz$ element does not change. If $\mathbf D$ is perpendicular to $\mathbf G$, the diagonal average does not change, but an off-diagonal element appears in each part. The trace changes by $\tfrac{\alpha^2}2(3-1)\,\mathbf D\cdot\mathbf G=\alpha^2\,\mathbf D\cdot\mathbf G$, so the isotropic average of each part depends on the origin too.

### (f) When is each part independent of the origin by itself?

**Question.** Show that $\mathbf G=0$ for a single bound electron, and for a state in which all electrons have parallel spins. What changes if the potential $W$ in the spin-orbit operator differs from the potential $V$ that binds the electron?

**Solution.** In an eigenstate of $H_0$ the expectation value of $[H_0,\mathbf P]$ vanishes. The kinetic energy commutes with $\mathbf P$. The repulsion does so as well, because $(\nabla_i+\nabla_j)(1/r_{ij})=0$: the forces within a pair balance. The external potential gives $[V,\mathbf p]=i\nabla V$. Therefore

$$\Big\langle\sum_i\nabla_iV(\mathbf r_i)\Big\rangle=0 .$$

The mean force of the nuclei on all the electrons together is zero. For one electron $\rho_s$ equals the total density in the state $M=S$, so $\mathbf G=0$. For $N$ electrons with parallel spins, $S=N/2$ and $\rho_s$ is again the total density, so $\mathbf G=0$ once more. In these cases each part is separately independent of the origin in a complete basis. In a doublet with several electrons the spin density differs from the total density, and the balance of forces does not require $\mathbf G$ to vanish. Symmetry may still do so: if $V$ and $\rho_s$ are even under inversion, $\nabla V$ is odd and its average is zero.

If one electron is bound by $V$ but its spin-orbit operator contains another potential $W$, then $\mathbf G=\langle\nabla W\rangle$, and this average need not vanish. The following model has round parameters, in atomic units:

$$V=\tfrac12(1.0^2x^2+1.2^2y^2+1.4^2z^2)+0.05\,x^2z+0.02\,(x^4+z^4),$$

$$W=0.3x+0.8z+0.5x^2+0.2y^2z+0.4z^2 .$$

We use $\lambda$ in place of $\tfrac{\alpha^2}2$ and quote $g$ shifts divided by $\lambda$. The Hamiltonian was diagonalized in a product basis of nine oscillator functions for each coordinate, and the OZ/SO part was summed over all the excited states so obtained. The ground state gives $\mathbf G=(0.300,\,0,\,0.874)$. For $\mathbf D=(1.0,-0.8,1.5)$ bohr the tensor formula predicts the $xx$ change

$$\mathbf D\cdot\mathbf G-G_xD_x=D_yG_y+D_zG_z=1.5\times0.874=1.311 .$$

The sum over states moves from 0.0347 to 1.3458, a change of $+1.3111$. The GC part moves from 0.2678 to $-1.0433$, a change of $-1.3111$. Their sum is 0.3025 at both origins. With the first origin most of the total seems to come from GC. With the second, the total is a small difference of two large parts. A division of the $g$ shift into these parts thus has a meaning only together with a stated origin.

The same number can be had without perturbation theory. The full Hamiltonian, with spin and with the terms quadratic in $\mathbf A$, was diagonalized in a field of 0.01 atomic units along $x$ for $\lambda=\pm0.01$. The difference of the two doublet splittings, divided by $2\lambda$ and by half the field, is 0.3025 for each origin.

### (g) What remains in a finite basis?

**Question.** Let $\mathcal P$ project on a finite space, let $|\bar n\rangle$ be the eigenstates of $\mathcal PH_0\mathcal P$ in it with energies $\bar E_n$, and let $|\bar0\rangle$ be the ground state. Find what is left of the origin dependence, and when it vanishes. The label $M$ may be suppressed.

**Solution.** We take the basis functions to lie in the domain of the operators. The operator identity $\mathbf P=i(H_0\mathbf R-\mathbf RH_0)$ is still true, but $|\bar n\rangle$ need not be an eigenstate of the full $H_0$. Adding and subtracting the energies gives

$$\langle\bar0|\mathbf P|\bar n\rangle=i(\bar E_0-\bar E_n)\langle\bar0|\mathbf R|\bar n\rangle+\boldsymbol\Delta_{0n},$$

$$\boldsymbol\Delta_{0n}=i\langle(H_0-\bar E_0)\bar0|\mathbf R|\bar n\rangle-i\langle\bar0|\mathbf R\,(H_0-\bar E_n)|\bar n\rangle .$$

The sum over states now contains $\mathcal P=\sum_n|\bar n\rangle\langle\bar n|$ where the unit operator stood before. We write $\mathcal P=1-(1-\mathcal P)$. The unit operator reproduces the commutator, which GC cancels. The rest is the change of the sum of both parts:

$$\delta h_{\rm res}=\tfrac12\,\mathbf u\cdot\Big\{i\langle\bar0|\mathbf R(1-\mathcal P)H_{\rm SO}-H_{\rm SO}(1-\mathcal P)\mathbf R|\bar0\rangle-\sum_n{}'\frac{\boldsymbol\Delta_{0n}\langle\bar n|H_{\rm SO}|\bar0\rangle+\langle\bar0|H_{\rm SO}|\bar n\rangle\boldsymbol\Delta_{n0}}{\bar E_0-\bar E_n}\Big\},$$

with $\mathbf u=\mathbf B\times\mathbf D$ and $\boldsymbol\Delta_{n0}=\boldsymbol\Delta_{0n}^*$. The brace does not depend on $\mathbf D$, so the residue is linear in the displacement. For a displacement along the field $\mathbf u=0$, and the residue vanishes. In any direction for which the product of $\mathbf u$ with the brace is not zero, the origin-dependent part of the basis error grows without limit as the origin is moved far away.

Two conditions together make the residue vanish. The first is that $|\bar0\rangle$ is a true eigenstate of $H_0$. The second is that the basis contains $\mathbf R|\bar0\rangle$. The second condition removes the terms with $1-\mathcal P$. It also removes the last term of $\boldsymbol\Delta_{0n}$, since $(H_0-\bar E_n)|\bar n\rangle$ is orthogonal to the whole finite space. The first condition removes the other term. In practice a basis should therefore contain, besides the functions that describe the occupied orbitals, the products of these orbitals with $x$, $y$ and $z$. Multiplication by a coordinate turns an $s$ function into a $p$ function with the same exponent, and the radial range of the $p$ functions should follow that of the $s$ functions.

### (h) What happens in a real molecule?

**Question.** Treat the doublet ground state of BH$^+$ by Kohn-Sham theory with a local-density functional. Put boron at zero and hydrogen on the $z$ axis at a chosen distance of 2.3 bohr. Compare an origin at boron with one displaced by $\mathbf D=(4,0,8)$ bohr.

**Solution.** The orbitals of spin $\sigma=\pm1$ move in a local potential that depends on the spin densities. The orbital Zeeman operator is imaginary, so to first order it adds an imaginary part to the real orbitals and leaves the densities unchanged. The potential then has no first-order response, and a sum over occupied orbitals $i$ and empty orbitals $v$ with energies $\varepsilon$ is sufficient. The spin is quantized along $b$, so $\langle S_b\rangle=\tfrac12$ and the energy is $\tfrac14B_a\Delta g_{ab}$. The perturbations carry the factors $\tfrac12$ and $\tfrac{\alpha^2}2\cdot\tfrac\sigma2$, and the two orders of the operators give a factor 2. Hence

$$\Delta g^{\rm OZ/SO}_{ab}=\alpha^2\sum_\sigma\sigma\,{\rm Re}\sum_{i,v}\frac{\langle i|(\boldsymbol\rho\times\mathbf p)_a|v\rangle\langle v|(\nabla V\times\mathbf p)_b|i\rangle}{\varepsilon_i-\varepsilon_v}.$$

The proof carries over to the orbitals, because their potential is local. When the sum over $v$ is extended to all orbitals, the added terms between occupied pairs cancel on exchange of the two summation labels.

The calculation used Slater exchange, the correlation functional of Vosko, Wilk and Nusair, and numerical integration on atom-centred grids. The large basis has 97 uncontracted Gaussians with exponents $0.08\times3^k$, $k=0,1,2,\dots$ (starting at $k=1$ for the hydrogen $d$ sets): 11 $s$, 10 $p$ and 5 $d$ sets on boron, and 6 $s$, 5 $p$ and 2 $d$ sets on hydrogen. It gives $G_z=-0.4845$ atomic units. With $\tfrac{\alpha^2}2=26.626$ ppm the tensor formula predicts for OZ/SO

$$\delta\Delta g_{xx}=26.626\times8\times(-0.4845)=-103.2\ {\rm ppm},$$

$$\delta\Delta g_{zx}=-26.626\times(-0.4845)\times4=+51.6\ {\rm ppm}.$$

The sum over orbitals gives $-103.6$ and $+51.8$ ppm, and GC changes by $+103.2$ and $-51.6$ ppm. The $zx$ element appears in each part because the displaced origin lies off the molecular axis. In the sum it is nearly removed.

The $xx$ elements, in ppm, are as follows.

| Basis | OZ/SO change | GC change | Sum, origin at B | Sum, origin displaced |
|---|---:|---:|---:|---:|
| STO-3G | −1315.2 | 168.9 | −1292.9 | −2439.2 |
| cc-pVDZ | −722.9 | 128.8 | −1431.7 | −2025.8 |
| Large | −103.6 | 103.2 | −1629.9 | −1630.2 |

In the large basis the residue is 0.3% of the GC change. In the two small bases it exceeds the GC change itself, by factors of 6.8 and 4.6. There the OZ/SO change has the right sign but is far too large, and the gauge correction removes little of it. These numbers do not show which term of the residue in part (g) dominates. A shortage of $p$ functions on boron is one cause. Three additional $p$ sets on boron, with exponents 4, 12 and 36, reduce the magnitude of the $xx$ residue from 594 to 167 ppm in cc-pVDZ and from 1146 to 727 ppm in STO-3G. Three softer $p$ sets, with exponents 0.15, 0.45 and 1.35, reduce it to 118 ppm in cc-pVDZ and to 665 ppm in STO-3G, so the shortage is not confined to compact functions. Three $s$ functions with exponents 4, 12 and 36 change it by only about 5% or less.

With the origin at boron the small bases lie above the large one by 337 and 198 ppm, or 21% and 12% of its magnitude. With the displaced origin they lie below it by 809 and 396 ppm. The $xx$ element depends only on $D_z$ and is linear in it, so the differences pass through zero near $D_z=2.4$ and $2.7$ bohr. Agreement at such a point is a cancellation between the origin-dependent residue and the difference found at boron: the small-basis values still move by about 143 and 74 ppm per bohr of $D_z$.

The large-basis value, about $-1630$ ppm or $-0.0016$ for $\Delta g_{xx}$, is the sum of the two parts within this model. It leaves out the spin-orbit screening by the other electrons and the kinetic-energy correction to the spin Zeeman term, and it contains the error of the functional. The basis is not converged to the digits shown: a set of 125 functions with exponent ratio 2.5 and $f$ functions on boron, used with density fitting, moves the sum at boron by about 2 ppm, to $-1628$ ppm, and $G_z$ to $-0.4848$, while the residue stays at 0.3%. It is not a prediction of the measured $g$ tensor.
